# Why Cooling Tetragonal Hafnia Can Trap the Polar Phase

**Q.** The monoclinic phase of bulk hafnia has the lowest free energy at room temperature, yet films cooled from the tetragonal phase can end up polar. What is the smallest model in which that question can be posed properly?

**A.** Take a small region that transforms as a unit and let it be in one of three states: tetragonal T, polar orthorhombic O, or monoclinic M. Regions are independent, and jumps have no memory. I write \(\theta=k_BT\), with energies in eV and times in seconds. All energies belong to the whole transforming region, not to one formula unit. With T as the zero of free energy,

\[
F_T=0,\qquad F_O=-a+b\theta,\qquad F_M=-c+d\theta .
\]

Positive \(b\) and \(d\) mean that O and M have less entropy than T, which is why T wins when hot. If \(k_{ij}\) is the rate from \(i\) to \(j\), the probabilities obey

\[
\begin{aligned}
\dot p_T&=-(k_{TO}+k_{TM})p_T+k_{OT}p_O+k_{MT}p_M,\\
\dot p_O&=k_{TO}p_T-(k_{OT}+k_{OM})p_O+k_{MO}p_M,\\
\dot p_M&=k_{TM}p_T+k_{OM}p_O-(k_{MT}+k_{MO})p_M .
\end{aligned}
\]

The forward rates TO, TM and OM are \(k_{ij}=\nu e^{-B_{ij}/\theta}\), with a common attempt rate \(\nu\). In equilibrium the flows between each pair must cancel, \(e^{-F_i/\theta}k_{ij}=e^{-F_j/\theta}k_{ji}\), so the reverse rates are

\[
k_{ji}=k_{ij}\,e^{(F_j-F_i)/\theta}.
\]

For numbers I choose round parameters that are not computed values for hafnia: \(a=0.8\), \(c=2.4\), \(B_{TO}=1.5\), \(B_{TM}=4\), \(B_{OM}=3.5\) eV, \(b=10\), \(d=20\), \(\nu=10^{13}\) s\(^{-1}\). Cooling is linear, \(\dot\theta=-r\) with \(r=0.1\) eV/s, from \(\theta_0=0.12\) to \(\theta_e=0.025\) eV. M becomes more stable than T at \(c/d=0.12\) eV, and O does so only at \(a/b=0.08\) eV. The region is assumed to be in T at \(\theta_0\). Any M formed during earlier cooling from a higher temperature is left out, and the omission is not small: starting in T at 0.16 eV or higher, the same cooling ends with 0.863 polar and 0.122 monoclinic instead of the 0.978 and 0.005 found below. The rate \(r=0.1\) eV/s corresponds to about 1160 K/s.

**Q.** What would equilibrium give at the end of this cooling?

**A.** Practically no polar phase. There \(F_O=-0.55\) eV and \(F_M=-1.90\) eV, so the ratio of O to M is \(e^{-(1.90-0.55)/0.025}=e^{-54}\approx3.5\times10^{-24}\). A polar result must therefore come from the rates.

**Q.** Then why doesn't the deeper minimum pull the region in?

**A.** A region in T responds to the barriers around T. The depth \(c\) enters only

\[
k_{MT}=k_{TM}e^{F_M/\theta},\qquad k_{MO}=k_{OM}e^{(F_M-F_O)/\theta},
\]

which are rates for leaving M. A deeper M is harder to leave, but no faster to enter, provided the forward barriers stay fixed.

The simplest consequence appears at constant temperature, over times too short for returns or escape from O. Then \(p_T=e^{-Kt}\) with \(K=k_{TO}+k_{TM}\), and

\[
p_O=k_{TO}\int_0^t e^{-Kt'}dt'=\frac{k_{TO}}{K}\left(1-e^{-Kt}\right).
\]

Once \(Kt\gg1\), dividing numerator and denominator by \(k_{TO}\) gives

\[
p_O\simeq\frac{1}{1+k_{TM}/k_{TO}}=\frac{1}{1+e^{-(B_{TM}-B_{TO})/\theta}} .
\]

With \(\theta=0.04\) eV and \(B_{TM}\) lowered to 1.6 eV for this case, the gap is 0.1 eV and the formula gives \(1/(1+e^{-2.5})=0.924\). Propagating the full reversible model gives the same three digits. With a common attempt rate, a gap much smaller than either barrier already decides the first exit; an attempt rate about 12 times larger towards M would cancel this gap.

**Q.** But during cooling O is at first less stable than T, so regions go back and forth. Can the branching formula still be used?

**A.** Not by itself. A region may enter O, return to T, and leak to M on any of these visits. A lower bound on the final polar fraction handles all such histories.

First delete the returns from M, and mark the resulting probabilities by N. The differences \(\delta_T=p_T-p_T^N\) and \(\delta_O=p_O-p_O^N\) start at zero and obey

\[
\begin{aligned}
\dot\delta_T&=-(k_{TO}+k_{TM})\delta_T+k_{OT}\delta_O+k_{MT}p_M,\\
\dot\delta_O&=k_{TO}\delta_T-(k_{OT}+k_{OM})\delta_O+k_{MO}p_M .
\end{aligned}
\]

The sources containing \(p_M\) are nonnegative. The diagonal terms only damp what is present, and the cross terms pass it on with positive rates. Solving by repeated substitution from zero thus produces a sum of nonnegative terms. Hence \(p_T\ge p_T^N\) and \(p_O\ge p_O^N\).

Next delete the exits to M as well. Let \(u\) and \(q=1-u\) be the T and O fractions of this two-state problem:

\[
\dot u=-k_{TO}u+k_{OT}q,\qquad \dot q=k_{TO}u-k_{OT}q,\qquad u(0)=1 .
\]

The differences \(u-p_T^N\) and \(q-p_O^N\) obey the two-state equations with added sources \(k_{TM}p_T^N\) and \(k_{OM}p_O^N\). These are nonnegative, so the same argument gives \(p_T^N\le u\) and \(p_O^N\le q\). The monoclinic fraction without returns is the accumulated inflow:

\[
p_M^N=\int(k_{TM}p_T^N+k_{OM}p_O^N)\,dt\le\Lambda,\qquad
\Lambda=\int(k_{TM}u+k_{OM}q)\,dt .
\]

Conservation of probability now yields

\[
p_O\ge p_O^N=1-p_T^N-p_M^N\ge 1-u_{\rm end}-\Lambda .
\]

It also gives \(p_M=1-p_T-p_O\le1-p_T^N-p_O^N=p_M^N\le\Lambda\). Within the three-state model this needs no small parameter. Neither \(c\) nor \(d\) appears. Trapping is guaranteed when entry into O is nearly complete and both leaks to M are small.

**Q.** How complete is the entry into O?

**A.** Substitute \(q=1-u\) to get \(\dot u=k_{OT}-(k_{TO}+k_{OT})u\). Multiplying by the integrating factor and integrating up to the final time \(t_e\) gives

\[
u_{\rm end}=e^{-\int_0^{t_e}(k_{TO}+k_{OT})dt}
+\int_0^{t_e}k_{OT}(t)\,e^{-\int_t^{t_e}(k_{TO}+k_{OT})dt'}dt .
\]

The first term is the memory of the initial state, negligible here. The second comes from returns to T that are not followed by re-entry into O before the end. Define the entry action still to come,

\[
A(\theta)=\frac1r\int_{\theta_e}^{\theta}k_{TO}(\theta')\,d\theta' ,
\]

and the freezing point by \(A(\theta_f)=1\). Near freezing O is already favoured, so I drop \(k_{OT}\) from the exponent. Since \(k_{OT}=k_{TO}e^{F_O/\theta}\), the integral becomes

\[
u_{\rm end}\simeq\int_0^\infty e^{F_O/\theta}e^{-A}\,dA ,
\]

where the upper limit is extended because \(A(\theta_0)\gg1\). For \(\theta\ll B_{TO}\), \(A\) varies mainly through its exponential, so \(A\simeq e^{-B_{TO}(1/\theta-1/\theta_f)}\). Raising this to the power \(a/B_{TO}\) gives \(e^{-a/\theta}\simeq e^{-a/\theta_f}A^{a/B_{TO}}\), and therefore

\[
u_{\rm end}\simeq e^{F_O(\theta_f)/\theta_f}\int_0^\infty A^{a/B_{TO}}e^{-A}dA
=e^{F_O(\theta_f)/\theta_f}\,\Gamma\!\left(1+\frac{a}{B_{TO}}\right).
\]

In the example \(\theta_f=0.0576\) eV, or about 668 K. There \(F_O=-0.8+0.576=-0.224\) eV, the exponential is \(e^{-3.89}\approx0.0204\), and the gamma function is about 0.89. The estimate is 0.0181. Quadrature of the integrating-factor solution gives 0.0175, so the estimate is 3% high relative to it. About 2% of the regions end up tetragonal because exchange with O freezes while T still has some thermal weight. Nearly all of these have visited O and returned.

**Q.** And how large are the leaks?

**A.** Both can be bounded with one derivative:

\[
\frac{d}{d\theta}\left(\theta^2e^{-B/\theta}\right)=(B+2\theta)e^{-B/\theta}\ge Be^{-B/\theta}.
\]

Integrating from \(\theta_e\) to \(\theta_0\) and dropping the subtracted lower endpoint gives \(\int e^{-B/\theta}d\theta\le\theta_0^2e^{-B/\theta_0}/B\). For the direct leak use \(u\le1\) and \(dt=-d\theta/r\):

\[
\Lambda_{\rm direct}\le\frac{\nu\theta_0^2}{rB_{TM}}e^{-B_{TM}/\theta_0}
=3.6\times10^{11}\,e^{-33.3}\approx0.0012 .
\]

For escape from O we need \(q\). It relaxes towards \(q_{\rm eq}=1/(1+e^{F_O/\theta})\), because \(\dot q=(k_{TO}+k_{OT})(q_{\rm eq}-q)\). On cooling, \(F_O/\theta=b-a/\theta\) falls and \(q_{\rm eq}\) rises. Starting from zero, \(q\) cannot overtake it: on contact \(\dot q\) would vanish while \(q_{\rm eq}\) was still rising. Thus \(q\le q_{\rm eq}\le e^{-F_O/\theta}=e^{-b}e^{a/\theta}\), and for \(B_{OM}>a\)

\[
\Lambda_{\rm escape}\le\frac{\nu e^{-b}\theta_0^2}{r(B_{OM}-a)}e^{-(B_{OM}-a)/\theta_0}
=2.4\times10^7\,e^{-22.5}\approx0.0041 .
\]

The integrals themselves are 0.0011 and 0.0036. The guaranteed polar fraction is therefore \(1-0.0175-0.0011-0.0036=0.978\). The full three-state equation also gives 0.978, with 0.017 left in T and 0.005 in M.

**Q.** So is the later escape from O really negligible?

**A.** Yes, by a wide margin. Below the T–O crossing, \(\int k_{OM}dt=1.7\times10^{-8}\), which bounds that part of the escape integral because \(q\le1\). Nearly all of the 0.0036 therefore accumulates above the crossing, while O is a brief, thermally populated stop on the way from T to M. A high barrier out of cold O does not alone exclude this hot two-step route.

**Q.** I would like to see the causes separated. What happens if you change one at a time?

**A.** Deepening M by 1 eV, with \(d\), the forward barriers and the start in pure T at \(\theta_0\) all fixed, changes the final polar fraction by only about \(5\times10^{-6}\). The fixed start matters. The deeper M is already more stable than T below \(3.4/20=0.17\) eV, so a film cooled from above that point can turn monoclinic before it reaches \(\theta_0\). Depth is harmless here only because the region is still in T at \(\theta_0\). From that same start, the barriers have a very different effect:

- With \(B_{TO}=4\) eV, 0.998 of the regions remain tetragonal. Entry into O is too slow, and so is entry into M.
- With \(B_{OM}=2\) eV, more than 0.999 become monoclinic. Easy entry into O now opens a path to M.
- With the two entry barriers exchanged, 0.998 become monoclinic.

The first case shows that a deep minimum can be missed with hardly any polar trapping. There the two entry barriers are equal, but lowering \(B_{TO}\) to 3.5 eV, half an eV below \(B_{TM}\), still leaves 0.959 tetragonal. The entry barrier to O must be low enough for the time available, not merely lower than its competitor.

If deepening M also lowers \(B_{TM}\), the depth acts indirectly. Lowering \(B_{TM}\) by 0.5 eV multiplies the direct-leak bound by \((4/3.5)e^{0.5/0.12}\approx74\), raising it from 0.0012 to about 0.09. Whether the barriers move with the depth in a given film has to be established separately.

**Q.** Should I then cool as fast as possible?

**A.** Not in this model, because the leaks and the entry place opposite demands on \(r\). The rates at which each one fails depend on the chosen barriers and are not recommendations for a real film. Both leak bounds vary as \(1/r\). Their sum is 0.0053 at 0.1 eV/s, so a total leak of at most 0.1 is assured for

\[
r\ge\frac{0.1\ {\rm eV/s}\times0.0053}{0.1}=0.0053\ {\rm eV/s},
\]

or about 61 K/s. This rate is sufficient, not a sharp threshold. At that rate the full model gives 0.913 polar and 0.083 monoclinic. The assurance holds only for the start in pure T at \(\theta_0\): cooling at the same rate from 0.16 eV leaves 0.33 monoclinic. At \(10^{-5}\) eV/s the leak has time to act, and 0.952 is monoclinic.

At \(10^4\) eV/s the opposite failure appears: 0.71 ends up tetragonal and 0.29 polar. At the T–O crossing \(q\le q_{\rm eq}=1/2\). Afterwards \(\dot q\le k_{TO}\), so the same integral bound limits the further gain to

\[
\frac{\nu(0.08)^2}{rB_{TO}}e^{-1.5/0.08}\approx0.03 .
\]

Complete polar conversion is then impossible, even though the barrier into O is the lowest one.

**Q.** If I reheat a trapped film, how long before equilibrium wins?

**A.** Suppose T and O exchange much faster than either reaches M. Put \(w_O=e^{-F_O/\theta}\), \(Z_{TO}=1+w_O\) and \(Z_M=e^{-F_M/\theta}\). Within the fast pair, the fractions of T and O are \(1/Z_{TO}\) and \(w_O/Z_{TO}\), so the pair loses probability to M at the rate

\[
\kappa=\frac{k_{TM}+w_Ok_{OM}}{Z_{TO}} .
\]

Detailed balance gives the total return rate

\[
k_{MT}+k_{MO}=\frac{k_{TM}+w_Ok_{OM}}{Z_M}=\kappa\frac{Z_{TO}}{Z_M}.
\]

With \(S=p_T+p_O\) and \(p_M=1-S\), \(\dot S=-\kappa S+\kappa(Z_{TO}/Z_M)(1-S)\). The coefficient of \(-S\) is the relaxation rate:

\[
\lambda\simeq\kappa\left(1+\frac{Z_{TO}}{Z_M}\right).
\]

At \(\theta=0.1\) eV, \(k_{TM}=4.2\times10^{-5}\) s\(^{-1}\), \(w_Ok_{OM}=8.5\times10^{-4}\) s\(^{-1}\) and \(Z_{TO}=1.135\), so \(\kappa=7.9\times10^{-4}\) s\(^{-1}\). The return factor is 1.02, and \(1/\lambda\) is about 1240 s. The slow eigenvalue of the full rate matrix agrees with the formula to better than one part in \(10^4\).

This is the time for monoclinic conversion, not the lifetime of O. Since 0.1 eV lies above the T–O crossing, O first reverts to T at the much faster rate \(k_{OT}\approx2\times10^7\) s\(^{-1}\). Cooling again soon enough can restore the polar phase; holding for several times 1240 s leaves mostly M.

At \(\theta=0.025\) eV the corresponding time is about \(10^{48}\) s. That says that this thermal route is closed in the model. It does not predict a device lifetime, since fields, moving interfaces and changing stress are left out.

**Q.** What would I need to know before applying this explanation to my own film?

**A.** You would need the three forward barriers and the attempt rates for the region that actually transforms, the free-energy differences during cooling, and the thermal history, including any M already present at the start. If neighbouring regions trigger one another, the independent-region equations no longer apply. The numerical output below records the values for the chosen parameters; they show that the mechanism can work, not that it accounts for every polar hafnia film.

## Computed results

```
Input a: 0.8 eV
Input c: 2.4 eV
Input B_TO: 1.5 eV
Input B_TM: 4 eV
Input B_OM: 3.5 eV
Input entropy coefficient b: 10
Input entropy coefficient d: 20
Attempt rate nu: 1e+13 s^-1
Cooling rate r: 0.1 eV/s
Starting theta: 0.12 eV
Final theta: 0.025 eV
T-O crossing theta: 0.08 eV
T-M crossing theta: 0.12 eV
Final free energy F_O: -0.55 eV
Final free energy F_M: -1.9 eV
Equilibrium polar fraction at final theta: 3.5326e-24
Base cooling, fractions T O M: 0.01743 0.97790 0.00467
Rigorous lower bound on polar fraction: 0.9778
Leak-free T remainder from ODE: 0.017516
Leak-free T remainder from quadrature: 0.017516
Leak-free T remainder from freezing estimate: 0.01809
Entry freezing theta: 0.057581 eV
Entry freezing temperature: 668.21 K
Direct leak integral: 0.0010877
Closed bound on direct leak: 0.0012018
Escape leak integral: 0.0035984
Closed bound on escape leak: 0.0040966
Escape action below T-O crossing: 1.7487e-08
Cooling rate sufficient for leak at most 0.1: 0.0052984 eV/s
Same sufficient cooling rate: 61.485 K/s
At sufficient cooling rate, fractions T O M: 0.00380 0.91312 0.08307
M deeper with c=3.4 eV, fractions T O M: 0.01743 0.97789 0.00468
Change of polar fraction for deeper M: -4.6805e-06
High polar entry B_TO=4 eV, fractions T O M: 0.99775 0.00107 0.00118
Low escape barrier B_OM=2 eV, fractions T O M: 0.00000 0.00004 0.99996
Entry barriers exchanged, fractions T O M: 0.00000 0.00158 0.99842
Fast cooling r=1e4 eV/s, fractions T O M: 0.71249 0.28751 0.00000
Slow cooling r=1e-5 eV/s, fractions T O M: 0.00001 0.04793 0.95206
Branching test theta: 0.04 eV
Branching test B_TM (B_TO unchanged): 1.6 eV
Branching polar fraction from propagation: 0.92405
Branching polar fraction from formula: 0.92414
Random cases with a positive lower bound (of 6): 6
Hot hold theta: 0.1 eV
Hot hold relaxation time: 1241.6 s
log10(relaxation time / s) at final theta: 47.801
```
